\section*{Reciprocal addition of diffusive and apparent ballistic mobility in two-dimensional channels}

\section{Which mobility belongs in the calculation?}

Suppose that the low-bias current of a transistor with a 20 nm channel is to be computed from a drift formula, current = density $\times$ mobility $\times$ field. The mobility is known from long samples of the same material. Inserting it unchanged ignores the fact that carriers enter from the contacts at a finite speed. For the example below, this makes the computed current 17\% too high relative to the one-flux result. The opposite decision arises when a mobility has been extracted from a short device: it must be corrected before it is used as a measure of scattering. Both decisions rest on the relation
\begin{equation}
\frac1{\mu_{\rm app}}=\frac1{\mu_{\rm diff}}+\frac1{\mu_{\rm ball}} .
\label{sum}
\end{equation}
Here $\mu_{\rm diff}$ is the long-channel mobility and $\mu_{\rm ball}$ is proportional to the channel length. The latter describes injection from the contacts and is not a material property.

\section{Model and conventions}

The algebra uses atomic units, $\hbar=e=m_e=1$, and $\Theta=k_BT$. The channel runs from the source at $x=0$ to the drain at $x=L$ and is uniform across its width. All currents are electron particle currents per unit width, positive from source to drain. A drain voltage $V>0$ lowers the drain Fermi level by $V$ relative to the source; we write $w=V/\Theta$.

The electrons have one isotropic parabolic mass $m$ and are nondegenerate, so Boltzmann statistics apply. The contacts inject thermal carriers and absorb every carrier that reaches them. The equilibrium density $n$ is uniform. The apparent mobility is defined by
\begin{equation}
\mu_{\rm app}=\lim_{V\to0}\frac{JL}{nV},
\label{def}
\end{equation}
where $J$ is the net particle current per width.

Carriers are sorted into two streams. $F_+$ is the flux moving towards the drain and $F_-$ is the magnitude of the flux moving towards the source, so $J=F_+-F_-$. Scattering reverses a stream with probability $dx/\lambda$ in a length $dx$. The backscattering mean free path $\lambda$ is taken to be independent of energy and position, and scattered carriers are taken to be thermal.

\section{The speed of a thermal stream}

In equilibrium half of the electrons move forwards. The average over $v_y$ cancels between numerator and denominator, and the mean forward velocity is
\begin{align}
v_T&=\frac{\int_0^\infty v\,e^{-mv^2/2\Theta}\,dv}{\int_0^\infty e^{-mv^2/2\Theta}\,dv}
=\frac{\Theta/m}{\frac12\sqrt{2\pi\Theta/m}}
=\sqrt{\frac{2\Theta}{\pi m}} .
\label{vt}
\end{align}
Each equilibrium stream therefore carries
\begin{equation}
F_0=\frac n2\,v_T .
\label{f0}
\end{equation}

\section{Flux balance and diffusion}

First let there be no field. Between $x$ and $x+dx$ the forward stream loses $F_+dx/\lambda$ and gains $F_-dx/\lambda$:
\begin{equation}
\frac{dF_+}{dx}=-\frac{F_+-F_-}{\lambda}.
\end{equation}
The backward stream travels from $x+dx$ to $x$, so its balance reads
\begin{equation}
F_-(x)=F_-(x+dx)-\frac{F_-}{\lambda}dx+\frac{F_+}{\lambda}dx ,
\end{equation}
which gives
\begin{equation}
\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}.
\end{equation}
The two derivatives are equal, so $J$ is constant, as particle conservation requires.

With both streams at speed $v_T$, the density is $n(x)=(F_++F_-)/v_T$. Adding the two equations gives
\begin{equation}
\frac{dn}{dx}=-\frac{2J}{\lambda v_T}
\quad\Longrightarrow\quad
J=-\frac{\lambda v_T}{2}\frac{dn}{dx}.
\end{equation}
This is Fick's law with $D=\lambda v_T/2$. To turn $D$ into a mobility, consider equilibrium in a potential energy $U(x)$, where $n\propto e^{-U/\Theta}$. The drift current $-n\mu U'$ and the diffusion current $-Dn'=DnU'/\Theta$ must cancel. Hence $\mu=D/\Theta$, and
\begin{equation}
\mu_{\rm diff}=\frac{v_T\lambda}{2\Theta}.
\label{diff}
\end{equation}

\section{Including the electric field}

A biased channel contains a field, and its effect on the streams has to be included before it can be declared harmless. Let $u(x)=U(x)/\Theta$, with $u(0)=0$ and $u'\le0$, so the potential energy falls towards the drain. Backward-moving carriers then climb. To climb a height $\Delta$ a carrier needs $mv_x^2/2>\Delta$, and the surviving fraction of a thermal flux is
\begin{equation}
\frac{\int_{\sqrt{2\Delta/m}}^\infty v\,e^{-mv^2/2\Theta}dv}
{\int_0^\infty v\,e^{-mv^2/2\Theta}dv}=e^{-\Delta/\Theta}.
\end{equation}
After the climb the speed $v'$ obeys $mv'^2/2=mv^2/2-\Delta$, so $v'dv'=v\,dv$. The survivors again form a thermal flux at the same temperature, and the argument can be repeated for the next step.

In a length $dx$ the climb is $\Delta/\Theta=-u'dx$. The fraction $-u'dx$ of the backward stream is turned round and joins the forward stream. Adding this process to scattering gives
\begin{equation}
\frac{dF_+}{dx}=\frac{dF_-}{dx}
=-\frac{F_+}{\lambda}+\left(\frac1\lambda-u'\right)F_- .
\label{field}
\end{equation}
The net flux is still constant. For $F_+=F_-=F$ the equation becomes $F'=-u'F$, with solution $F\propto e^{-u}$, which is the correct equilibrium.

The assumption that the backward stream is thermal does no harm at low bias. Its departure from equilibrium is of order $w$, and $u'$ is of order $w/L$, so the resulting error in the turning term is of second order.

\section{Solving for the current}

Substitute $F_-=F_+-J$ into (\ref{field}):
\begin{align}
\frac{dF_+}{dx}
&=-\frac{F_+}{\lambda}+\left(\frac1\lambda-u'\right)(F_+-J)\nonumber\\
&=-u'F_+-\frac J\lambda+u'J .
\end{align}
Move $-u'F_+$ to the left and multiply by $e^u$. The left side becomes a total derivative:
\begin{equation}
\frac{d}{dx}\left(e^uF_+\right)=-\frac J\lambda e^u+J u'e^u .
\end{equation}
With $u_L=u(L)$ and $I=\int_0^Le^{u}dx$, integration from source to drain yields
\begin{equation}
e^{u_L}F_+(L)-F_+(0)=-\frac{JI}{\lambda}+J\left(e^{u_L}-1\right).
\label{int}
\end{equation}

The source injects $F_+(0)=F_0$. The drain injects a thermal flux at potential $u_L$ from a Fermi level lowered by $w$, so $F_-(L)=F_0e^{-w-u_L}$. Therefore $F_+(L)=J+F_0e^{-w-u_L}$, and (\ref{int}) becomes
\begin{equation}
e^{u_L}J+F_0e^{-w}-F_0=-\frac{JI}{\lambda}+e^{u_L}J-J .
\end{equation}
The terms $e^{u_L}J$ cancel. What remains is
\begin{equation}
J=\frac{F_0\left(1-e^{-w}\right)}{1+I/\lambda}.
\label{current}
\end{equation}

\section{The low-bias limit}

At low bias $u$ is itself of order $w$, so $I=L+O(wL)$, while $1-e^{-w}=w+O(w^2)$. To first order
\begin{equation}
J=F_0\,w\,\frac{\lambda}{\lambda+L}.
\label{linear}
\end{equation}
The factor $\mathcal T=\lambda/(\lambda+L)$ is the transmission, the fraction of injected carriers that reach the far contact. The shape of the potential has dropped out. If $u=0$ everywhere, the current is carried by a density gradient. If $u_L=-w$, both contacts inject equal fluxes and the field drives the current. The first-order result is the same.

Insert $F_0=nv_T/2$ and $w=V/\Theta$ into (\ref{linear}), then use (\ref{def}):
\begin{equation}
\mu_{\rm app}=\frac{v_T}{2\Theta}\,\frac{\lambda L}{\lambda+L}.
\end{equation}
Taking the reciprocal separates the lengths:
\begin{equation}
\frac1{\mu_{\rm app}}=\frac{2\Theta}{v_T}\,\frac{\lambda+L}{\lambda L}
=\frac{2\Theta}{v_T\lambda}+\frac{2\Theta}{v_TL}.
\end{equation}
The first term is $1/\mu_{\rm diff}$ by (\ref{diff}). The second survives when $\lambda\to\infty$ and defines
\begin{equation}
\mu_{\rm ball}=\frac{v_TL}{2\Theta}.
\label{ball}
\end{equation}
This proves (\ref{sum}) within the one-flux model. For $L\gg\lambda$ the sum tends to $\mu_{\rm diff}$, for $L\ll\lambda$ to $\mu_{\rm ball}$, and at $L=\lambda$ it equals $\mu_{\rm diff}/2$.

The resistance times width, $V/J=L/(n\mu_{\rm app})$, shows why reciprocals add:
\begin{equation}
\frac VJ=\frac{L}{n\mu_{\rm diff}}+\frac{2\Theta}{nv_T}.
\end{equation}
The second term does not depend on $L$. It is the resistance of thermal injection. Writing it as a mobility forces a factor $L$ into $\mu_{\rm ball}$.

Equations (\ref{field}) were also integrated numerically at $w=10^{-3}$, for $L=1$, 5, 20 and 200 nm and the shapes $u=0$, $-0.6ws^2$, $-ws$ and $-ws^3$, with $s=x/L$ and the material values of the example below. The resulting mobilities agreed with the reciprocal sum to within 0.2\%.

\section{The ballistic term from mode counting}

The ballistic mobility can be obtained without streams. At kinetic energy $E$ the transverse wave number runs from $-k$ to $k$, with $k=\sqrt{2mE}$, which gives $k/\pi$ modes per width. Each mode conducts $1/2\pi$. With spin-valley degeneracy $g$, the conductance per width is
\begin{equation}
G=\frac g{2\pi}\int_0^\infty\frac{\sqrt{2mE}}{\pi}
\left(-\frac{\partial f}{\partial E}\right)dE .
\label{modes}
\end{equation}
Let $\eta$ be the Fermi level above the band edge in units of $\Theta$. In the nondegenerate limit $-\partial f/\partial E=e^{\eta-E/\Theta}/\Theta$, and $\int_0^\infty\sqrt E\,e^{-E/\Theta}dE/\Theta=\sqrt{\pi\Theta}/2$. The density is $n=gm\Theta e^\eta/2\pi$. Hence
\begin{align}
\frac{GL}{n}
&=\frac{g\sqrt{2m\Theta}\,e^\eta}{4\pi^{3/2}}\,
\frac{2\pi L}{gm\Theta e^\eta}
=\frac{L}{2\Theta}\sqrt{\frac{2\Theta}{\pi m}},
\end{align}
in agreement with (\ref{ball}). The degeneracy $g$ cancels.

Equation (\ref{modes}) also gives the first effect of Fermi statistics. Put $z=e^\eta$, $\epsilon=E/\Theta$ and $f\simeq ze^{-\epsilon}-z^2e^{-2\epsilon}$. After integration by parts, $G\propto\int\epsilon^{-1/2}f\,d\epsilon\propto z-z^2/\sqrt2$, whereas $n\propto\int f\,d\epsilon=z-z^2/2$. To first order in $z$ the ballistic mobility is multiplied by
\begin{equation}
1-\left(\frac1{\sqrt2}-\frac12\right)z\simeq1-0.207\,e^\eta .
\end{equation}

\section{When the mean free path depends on energy}

For elastic scattering each energy has its own transmission. In (\ref{modes}) the nondegenerate weight is $\sqrt\epsilon\,e^{-\epsilon}$, so
\begin{equation}
\mu_{\rm app}=\frac{v_TL}{2\Theta}\left\langle\frac{\lambda}{\lambda+L}\right\rangle,
\quad
\langle X\rangle=\frac2{\sqrt\pi}\int_0^\infty\!\sqrt\epsilon\,e^{-\epsilon}X\,d\epsilon .
\label{avg}
\end{equation}
For large $L$ this gives $\mu_{\rm diff}=v_T\langle\lambda\rangle/2\Theta$. The second derivative of $\lambda/(\lambda+L)$ with respect to $\lambda$ is $-2L/(\lambda+L)^3<0$. The function is concave, so its average cannot exceed its value at $\langle\lambda\rangle$. Within (\ref{avg}), the reciprocal sum is therefore an upper bound on $\mu_{\rm app}$.

A useful case is isotropic scattering with a constant relaxation time $\tau$. In two dimensions $D(E)=v^2\tau/2$, and the mean forward velocity over a semicircle is $2v/\pi$. Equating $D(E)$ to half the product of this velocity and $\lambda$ gives $\lambda=\pi v\tau/2$. Since $v=\sqrt{2\Theta\epsilon/m}$ and $\langle\sqrt\epsilon\rangle=2/\sqrt\pi$,
\begin{equation}
\mu_{\rm diff}=\frac{1}{2\Theta}\sqrt{\frac{2\Theta}{\pi m}}\;
\frac{\pi\tau}{2}\sqrt{\frac{2\Theta}{m}}\;\frac{2}{\sqrt\pi}=\frac\tau m ,
\end{equation}
the familiar drift mobility.

\section{A 20 nm channel}

Take rough typical values for an $n$-type monolayer of MoS$_2$: $m=0.50$, two spins and two valleys, $\mu_{\rm diff}=50$ cm$^2$/Vs, $T=300$ K and $n=10^{12}$ cm$^{-2}$. The thermal energy is 0.02585 eV. Equation (\ref{vt}) gives $v_T=7.61\times10^6$ cm/s. In engineering units $\Theta$ in the mobility formulas becomes the thermal voltage, 0.02585 V:
\begin{align}
\lambda&=\frac{2(0.02585)(50)}{7.61\times10^6}\ {\rm cm}=3.40\ {\rm nm},\\
\mu_{\rm ball}&=\frac{(7.61\times10^6)(20\times10^{-7})}{2(0.02585)}
\simeq294\ {\rm cm^2/Vs},\\
\mu_{\rm app}&=\frac{50\times294}{50+294}=42.7\ {\rm cm^2/Vs}.
\end{align}
The last value is about 1005 atomic units. The transmission is $3.40/23.40=0.145$.

Since $1-\mu_{\rm app}/\mu_{\rm diff}=\lambda/(\lambda+L)$, the transmission is also the fractional loss of mobility, here 14.5\%. The error made by using $\mu_{\rm diff}$, relative to the one-flux current, is $\mu_{\rm diff}/\mu_{\rm app}-1=\lambda/L=17\%$. With the material values held fixed, $\mu_{\rm app}$ is 37.3 cm$^2$/Vs at 10 nm, 46.8 at 50 nm and 49.2 at 200 nm. A channel may thus be mainly diffusive and still need the correction.

\section{How far the numbers can be trusted}

\subsection*{Scattering and bias}
With a constant $\tau$ chosen to keep $\mu_{\rm diff}=50$ cm$^2$/Vs, (\ref{avg}) gives 41.8 cm$^2$/Vs. A Boltzmann calculation that also resolves the flight angle gives 41.6, which is 2.8\% below the reciprocal sum.

For a linear potential with $u_L=-w$, $I=L(1-e^{-w})/w\simeq L(1-w/2)$. Equation (\ref{current}) then falls below the linear law by the factor $1-w\mathcal T/2$ to first order, if the injected flux $F_0$ is held fixed. The full formula gives 0.986 at 5 mV and 0.845 at 50 mV. This correction is of second order in $J$ and depends on the scattering model. It holds for an energy-independent $\lambda$. A kinetic solution with thermalizing collisions at a constant rate and the same $\mu_{\rm diff}$ shows no first-order term and gives 0.999 at 5 mV and 0.94 at 50 mV. If the gate instead fixes the density at the source end, $n(0)=(2F_0-J)/v_T$, this density has the same first-order factor as (\ref{current}), and within the one-flux model the correction to $J/n(0)$ cancels at that order.

\subsection*{Statistics and tunnelling}
At $10^{12}$ cm$^{-2}$, $\eta=-2.33$ and Fermi statistics lower $\mu_{\rm ball}$ to 289 cm$^2$/Vs, close to the first-order estimate of 2\%. At $10^{13}$ cm$^{-2}$, $\eta=0.42$ and $\mu_{\rm ball}=246$ cm$^2$/Vs. With $\mu_{\rm diff}$ held at 50, the reciprocal sum then gives 41.6 cm$^2$/Vs.

For contacts with $3\times10^{13}$ cm$^{-2}$, the source-channel barrier is 0.13 eV. A semiclassical estimate for a rectangular barrier puts source-drain tunnelling at 2.6\% of the scattered over-barrier current. This uses Boltzmann weights; Fermi statistics in the contact give 2.4\%. The estimate omits reflection at the barrier edges. Deep below the top, the exact transmission of an abrupt barrier exceeds it by up to a factor of 4, but here the current flows just below the top, where the exact transmission is far smaller, and the ratio falls to about 0.1\%. A single abrupt step of this height would also pass only about 72\% of the over-barrier thermal flux, so the reflectionless contacts of the model require a smooth barrier.

\subsection*{Contacts}
Let $R_x$ be the contact resistance times width, beyond the injection resistance already counted. The total voltage is $J[L/(n\mu_{\rm app})+R_x]$, so the extracted mobility obeys
\begin{equation}
\frac1{\mu_{\rm ext}}=\frac1{\mu_{\rm diff}}+\frac1{\mu_{\rm ball}}+\frac{nR_x}{L}.
\end{equation}
For 1000 $\Omega\,\mu$m in both contacts together, the last term corresponds to 125 cm$^2$/Vs, and the extracted value is 31.8 cm$^2$/Vs. At fixed $n$ and $T$, and for a mean free path independent of energy, a plot of $1/\mu_{\rm ext}$ against $1/L$ has intercept $1/\mu_{\rm diff}$ and slope $2\Theta/v_T+nR_x$. With a constant $\tau$ instead, (\ref{avg}) multiplies the injection part of the long-channel slope by $\langle\lambda^2\rangle/\langle\lambda\rangle^2=3\pi/8\simeq1.18$. When the mean free path is independent of energy and $R_x$ does not depend on $L$, the length series alone cannot separate injection from contact resistance, because only their sum enters the slope. An independent value of $R_x$ or of $v_T$ is then needed.

\subsection*{The model beside a real device}
The mass and mobility are of typical size for monolayer MoS$_2$ at room temperature. The density is low compared with a switched-on transistor, where roughly $10^{13}$ cm$^{-2}$ is usual. Of the effects sized here at 300 K, the neglect of contact resistance moves the result most: by 26\% relative to 42.7 cm$^2$/Vs for the assumed contacts, and by more for poorer ones. The contact term also grows with $n$: at $10^{13}$ cm$^{-2}$ the same $R_x$ would lower the extracted mobility by 77\%, from 41.6 to 9.6 cm$^2$/Vs. Operating temperature matters too. If $\mu_{\rm diff}\propto T^{-1.5}$ is assumed, $\mu_{\rm app}$ at 358 K is 33.6 cm$^2$/Vs. Upper valleys, assumed 0.15 eV higher, three times as many and of equal mass, hold about 1\% of the lower-valley population (6\% for a gap of 0.10 eV and 20\% for 0.07 eV, so the result depends strongly on the assumed gap), and a 10\% heavier mass at fixed $\mu_{\rm diff}$ changes $\mu_{\rm app}$ by less than 1\%. A more basic limit comes from the low mobility itself. It corresponds to $\tau=m\mu_{\rm diff}\simeq14$ fs, so $\hbar/\tau\simeq46$ meV exceeds $k_BT\simeq26$ meV, and the picture of carriers moving freely between separate collisions is only marginal. For this channel the reciprocal sum is therefore an estimate of the low-bias correction, to be used after $R_x$ alone has been removed from the data. The zero-length intercept of a length series already contains the injection resistance, 1424 instead of 1000 $\Omega\,\mu$m in the example. Once that intercept has been subtracted, the extracted mobility is $\mu_{\rm diff}$ itself, and applying (\ref{sum}) again would give 60 instead of 50 cm$^2$/Vs.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical monolayer MoS2 n-channel)
temperature = 300 K
effective mass = 0.50 electron masses
spin-valley degeneracy = 4
diffusive mobility = 50.0 cm2/Vs
channel length = 20.0 nm
sheet density = 1.0e+12 cm^-2
MAIN RESULTS
thermal energy = 0.02585 eV
one-sided thermal velocity = 7.609e+06 cm/s
backscattering mean free path = 3.398 nm
L/mfp = 5.886
transmission = 0.1452
ballistic mobility = 294.3 cm2/Vs
apparent mobility = 42.74 cm2/Vs
apparent mobility = 1004.6 atomic units
LENGTH SERIES: L (nm), mu_ball, mu_app (cm2/Vs)
  10     147.2   37.32
  20     294.3   42.74
  50     735.8   46.82
 100    1471.6   48.36
 200    2943.2   49.16
NEGLECTED EFFECTS
current/linear law at 5 mV = 0.9857
current/linear law at 50 mV = 0.8452
mu_app, constant tau, energy only = 41.81 cm2/Vs
mu_app, Boltzmann energy+angle = 41.56 cm2/Vs
largest one-flux slab error found = 2.21 %
(E_F-E_c)/kT at 1e12 cm^-2 = -2.33
mu_ball with Fermi statistics = 288.8 cm2/Vs
(E_F-E_c)/kT at 1e13 cm^-2 = 0.42
mu_ball at 1e13 cm^-2 = 246.2 cm2/Vs
contact density assumed = 3.0e+13 cm^-2
source-channel barrier = 0.130 eV
tunnelling/over-barrier current = 2.57 %
channel resistance = 2921 ohm um
extra contact resistance assumed = 1000 ohm um
contact term as a mobility = 124.8 cm2/Vs
mobility extracted with contacts = 31.84 cm2/Vs
upper-valley gap assumed = 0.15 eV
upper/lower valley population = 0.91 %
mu_app, 10% heavier mass = 42.44 cm2/Vs
phonon exponent assumed = 1.5
mu_diff at 358 K = 38.36 cm2/Vs
mu_ball at 358 K = 269.4 cm2/Vs
mu_app at 358 K = 33.58 cm2/Vs
oxide relative permittivity = 3.9
gate-oxide field = 0.464 MV/cm
\end{verbatim}
